# Effective substrate polarizability and $C_6$ from $C_3$ coefficients of two probes, part 1

(Sections cited here and not found follow in the second part.)

**Q.** A pairwise dispersion correction needs a polarizability $\alpha_s$, a coefficient $C_6^{ss}$ and a radius $R_s$ for each atom of a substrate. The vdW-surf scheme takes them from the $C_3$ coefficients of two probe atoms. I doubt every link of that chain, beginning with $C_3$. What defines it, and under which assumptions?

**A.** I use Hartree atomic units and Gaussian electrostatics. The substrate fills $z<0$, contains $n$ atoms per unit volume, and responds through a local, isotropic, passive dielectric function $\varepsilon(\omega)$. A spherical ground-state atom sits at height $z$, far enough that its density does not overlap the solid and a point dipole describes it, and near enough that retardation is negligible, $z\ll c/\omega$ for the frequencies that matter.

A unit charge at $\mathbf r'=(x',y',z')$ has the potential $\phi_{\rm out}=1/R_1-g/R_2$ above the surface and $\phi_{\rm in}=(1-g)/R_1$ below it, where $R_1$ is the distance to the charge and $R_2$ the distance to its mirror point $(x',y',-z')$. Both forms solve the field equation in their regions. At $z=0$ we have $R_1=R_2=R$, so the potential is continuous. There $\partial_z(1/R_1)=+z'/R^3$ and $\partial_z(1/R_2)=-z'/R^3$, so continuity of the normal displacement reads $1+g=\varepsilon(1-g)$, which gives

$$g=\frac{\varepsilon-1}{\varepsilon+1}.$$

A dipole $\mathbf p$ at $\mathbf r'$ has the reflected potential $p_j\partial'_j(-g/R_2)$, and hence the reflected field $E_i=g\,p_j\,\partial_i\partial'_j(1/R_2)\equiv g\,T_{ij}p_j$. The distance $R_2$ depends on $X=x-x'$, $Y=y-y'$ and $Z=z+z'$. Therefore $\partial_x\partial_{x'}=-\partial_X^2$, while $\partial_z\partial_{z'}=+\partial_Z^2$. With $\partial_X^2(1/R)=(3X^2-R^2)/R^5$, evaluated at $X=Y=0$ and $Z=R=2z$,

$$T_{xx}=T_{yy}=\frac{1}{8z^3},\qquad T_{zz}=\frac{2}{8z^3},\qquad \sum_iT_{ii}=\frac{1}{2z^3}.$$

The mixed derivatives are proportional to $XY$, $XZ$ or $YZ$ and vanish.

**Q.** That is a field. An energy needs a prefactor, and a factor of two is easily lost there.

**A.** The coupling is $V=-\hat{\mathbf p}\cdot\hat{\mathbf E}$, with $\hat{\mathbf E}$ the field operator of the solid at the atom. Let the atom have excitation energies $\omega_m$ and the solid $\omega_k$. For each Cartesian direction, second-order perturbation theory gives

$$E^{(2)}_i=-\sum_{m,k}\frac{|p_{i,m}|^2|E_{i,k}|^2}{\omega_m+\omega_k},$$

and terms with two different directions drop out because the atom is isotropic. First-order response of the atom to an oscillating field gives $\alpha(\omega)=\sum_m2\omega_m|p_m|^2/(\omega_m^2-\omega^2)$. The same formula applied to the solid, driven by a classical dipole through the same $V$, gives the reflected field per unit dipole, which we have just computed. On the imaginary axis $\omega=i\xi$,

$$\alpha(i\xi)=\sum_m\frac{2\omega_m|p_m|^2}{\omega_m^2+\xi^2},\qquad T_{ii}\,g(i\xi)=\sum_k\frac{2\omega_k|E_{i,k}|^2}{\omega_k^2+\xi^2}.$$

Partial fractions and $\int_0^\infty d\xi/(a^2+\xi^2)=\pi/2a$ give

$$\int_0^\infty\frac{d\xi}{(a^2+\xi^2)(b^2+\xi^2)}=\frac{1}{b^2-a^2}\left(\frac{\pi}{2a}-\frac{\pi}{2b}\right)=\frac{\pi}{2ab(a+b)}.\tag{1}$$

The product $\alpha\,T_{ii}\,g$ carries the factor $4\omega_m\omega_k$, so by (1) its integral is $2\pi\sum|p|^2|E|^2/(\omega_m+\omega_k)$, and $E_i^{(2)}=-(1/2\pi)\int_0^\infty\alpha\,T_{ii}\,g\,d\xi$. Summing over $i$ with $\sum_iT_{ii}=1/2z^3$ yields the Lifshitz–Zaremba–Kohn result

$$E=-\frac{C_3}{z^3},\qquad C_3=\frac{1}{4\pi}\int_0^\infty\alpha(i\xi)\,g(i\xi)\,d\xi.\tag{2}$$

For two atoms at distance $r$ the coupling is $\hat{\mathbf p}_a\cdot\mathsf t\cdot\hat{\mathbf p}_b$ with $\mathsf t={\rm diag}(1,1,-2)/r^3$. The same steps give $-(1/2\pi)\sum_it_{ii}^2\int\alpha_a\alpha_b\,d\xi$ with $\sum_it_{ii}^2=6/r^6$, which is the Casimir–Polder formula

$$C_6^{ab}=\frac{3}{\pi}\int_0^\infty\alpha_a(i\xi)\,\alpha_b(i\xi)\,d\xi.\tag{3}$$

The prefactor in (2) can be checked without perturbation theory when atom and surface are harmonic. Self-sustained modes obey $p=\alpha E$ and $E=Tgp$, so their frequencies solve $1-\alpha Tg=0$. For $\alpha=\alpha_0\eta^2/(\eta^2-\omega^2)$ and $g=\sum_kg_k\omega_k^2/(\omega_k^2-\omega^2)$ these are the square roots of the eigenvalues of a matrix with diagonal $(\eta^2,\omega_k^2)$ and atom–mode elements $-c_k$, $c_k^2=\alpha_0\eta^2Tg_k\omega_k^2$, because its secular equation $\eta^2-\omega^2=\sum_kc_k^2/(\omega_k^2-\omega^2)$ is the same condition. The numerical check diagonalizes that matrix for the hydrogen probe and the two-pole substrate of the example below. At $z=30$ bohr, half the sum of the frequency shifts gives $-Ez^3=0.120446$ Ha bohr$^3$, against $0.120445$ from (2) by quadrature.

**Q.** Now the pairwise side. A crystal is a stack of layers, and the relation with $\pi n/6$ looks like a statement about a structureless continuum.

**A.** A uniform sheet with $\sigma$ atoms per area at distance $h$ from the probe contributes

$$-\sigma C_6^{as}\int_0^\infty\frac{2\pi\rho\,d\rho}{(\rho^2+h^2)^3}=-\frac{\pi\sigma C_6^{as}}{2h^4}.$$

With $\sigma=n\,dh$ and $\int_Z^\infty h^{-4}dh=1/3Z^3$ the half-space gives $-\pi nC_6^{as}/6Z^3$, so

$$C_3^{a}=\frac{\pi n}{6}\,C_6^{as}.\tag{4}$$

For layers of spacing $d$, each with $\sigma=nd$, assign to every layer the slab of thickness $d$ centred on it. A Taylor expansion of $f=h^{-4}$ about the centre $h_j$ gives $\int_{\rm slab}f=d\,f(h_j)+d^3f''(h_j)/24+\dots$. Summing over slabs and replacing $d\sum f''$ by $\int_Z^\infty f''=-f'(Z)$, we get $d\sum_jf(h_j)=\int_Z^\infty f+(d^2/24)f'(Z)+\dots$, where $Z$ is the distance to the edge of the first slab, a plane $d/2$ above the top layer. Since $f'=-4/Z^5$, the ratio of the layer sum to the continuum value is $1-d^2/2Z^2$ up to terms of order $(d/Z)^4$. This argument treats each layer as a uniform sheet. The program does not: it sums atom by atom over a finite simple-cubic block at $Z=6d$ and finds $0.98637$, against $1-d^2/2Z^2=0.98611$, and it asserts agreement within a margin set for the next order and the finite block.

A shift of the origin of $z$ changes the energy only at order $z^{-4}$. The coefficient of $z^{-3}$ is therefore the same in the lattice and in the continuum, and (4) holds for a crystal as an asymptotic statement.

**Q.** Equation (2) contains collective screening and (4) contains none. What does it mean to equate them?

**A.** It defines an effective substrate atom. Put (3) into (4): $C_3^a=(n/2)\int\alpha_a\alpha_s\,d\xi$, since $(\pi n/6)(3/\pi)=n/2$. This equals (2) for every probe if

$$\alpha_s(i\xi)=\frac{g(i\xi)}{2\pi n}.\tag{5}$$

In a dilute medium $\varepsilon\simeq1+4\pi n\alpha$, so $g\simeq2\pi n\alpha$ and (5) returns the free polarizability to leading order in $n\alpha$. In a metal $\varepsilon(i\xi)\to\infty$ as $\xi\to0$, so $g(0)=1$ and the static value is $1/2\pi n$, fixed by the density alone. The screening of the half-space has been moved into the parameter. A pairwise scheme stores two numbers per species where (5) is a function, and the two-probe construction is the rule that picks these two numbers.

**Q.** Then state the one-pole rule and what it assumes.

**A.** Each species is given $\alpha_a(i\xi)=\alpha_a/(1+\xi^2/\eta_a^2)$. From (3) and (1),

$$C_6^{ab}=\frac3\pi\,\alpha_a\alpha_b\,\eta_a^2\eta_b^2\,\frac{\pi}{2\eta_a\eta_b(\eta_a+\eta_b)}=\frac32\,\alpha_a\alpha_b\frac{\eta_a\eta_b}{\eta_a+\eta_b}=\frac32\,\frac{\alpha_a\alpha_b}{u_a+u_b},\qquad u\equiv\frac1\eta.\tag{6}$$

For $b=a$ this is $C_6^{aa}=\tfrac34\alpha_a^2\eta_a$, so

$$u_a=\frac{3\alpha_a^2}{4C_6^{aa}}.\tag{7}$$

For a real atom (7) is the definition of the pole: it is placed so that the static polarizability and the homonuclear coefficient are both reproduced. Inverting (6) and inserting (7) for both species,

$$\frac1{C_6^{ab}}=\frac{2(u_a+u_b)}{3\alpha_a\alpha_b}=\frac12\left[\frac{\alpha_a}{\alpha_bC_6^{aa}}+\frac{\alpha_b}{\alpha_aC_6^{bb}}\right],$$

and multiplying numerator and denominator by $C_6^{aa}C_6^{bb}$ gives the combination rule of the Tkatchenko–Scheffler method,

$$C_6^{ab}=\frac{2C_6^{aa}C_6^{bb}}{(\alpha_b/\alpha_a)C_6^{aa}+(\alpha_a/\alpha_b)C_6^{bb}}.\tag{8}$$

Until I say otherwise, the probes are one-pole in (2) as well as in (8).

**Q.** Rule (8) is nonlinear in $\alpha_s$ and $C_6^{ss}$. What is the solution for two probes, and why should it be unique?

**A.** The system is linear in better variables. For each probe, (2) gives $C_3^a$ and (4) gives $C_6^{as}=6C_3^a/\pi n$. Write $t_s=1/\eta_s$ and define

$$y_a=\frac{3\alpha_a}{2C_6^{as}}=\frac{\pi n\alpha_a}{4C_3^a}.$$

Equation (6) with $b=s$ becomes

$$y_a=\frac{u_a+t_s}{\alpha_s}.\tag{9}$$

Each probe is a point $(u_a,y_a)$, and the one-pole substrate is a straight line of slope $1/\alpha_s$ that cuts the $u$ axis at $-t_s$. Two points with $u_a\ne u_b$ fix one line. Subtracting (9) for the two probes removes $t_s$, and (9) for probe $a$ then returns it:

$$\alpha_s=\frac{u_a-u_b}{y_a-y_b},\qquad t_s=\alpha_sy_a-u_a.\tag{10}$$

Insert (7) and the definition of $y$. The numerator of $\alpha_s$ carries $\tfrac34$ and the denominator $\tfrac32$, so

$$\alpha_s=\frac12\,\frac{\alpha_a^2/C_6^{aa}-\alpha_b^2/C_6^{bb}}{\alpha_a/C_6^{as}-\alpha_b/C_6^{bs}}.\tag{11}$$

From (7) for the substrate, $1/C_6^{ss}=4t_s/3\alpha_s^2$. With $t_s$ from (10), the first term is $(4/3\alpha_s)(3\alpha_a/2C_6^{as})=2\alpha_a/(\alpha_sC_6^{as})$ and the second is $(4/3\alpha_s^2)(3\alpha_a^2/4C_6^{aa})=\alpha_a^2/(\alpha_s^2C_6^{aa})$, so

$$\frac1{C_6^{ss}}=\frac{\alpha_a}{\alpha_s}\left[\frac{2}{C_6^{as}}-\frac{\alpha_a}{\alpha_sC_6^{aa}}\right],\qquad\eta_s=\frac{4C_6^{ss}}{3\alpha_s^2}.\tag{12}$$

The program solves (4) with (8) by a numerical root finder and asserts agreement with (11) and (12) for three probe pairs. Because $y\propto n$ at fixed $\varepsilon$, $\alpha_s$ scales as $1/n$, $\eta_s$ does not depend on $n$, and $C_6^{ss}$ scales as $1/n^2$. If $\eta_a=\eta_b$ the two points coincide and leave only one relation between $\alpha_s$ and $\eta_s$, however different $\alpha_a$ and $\alpha_b$ are, because the size of a probe cancels from $y$.

**Q.** You have not produced a radius.

**A.** The inversion cannot produce one. The radius enters only the damping function that switches the pair term off at short range, and $C_3$ is an asymptotic coefficient that is blind to it. The scheme sets $R_s=(\alpha_s/\alpha_{\rm free})^{1/3}R_{\rm free}$, on the view that a polarizability scales as a volume. This is a prescription added to (11) and (12).

**Q.** Any two points lie on a line. When are $\alpha_s$ and $\eta_s$ properties of the substrate and not of the probes you happened to choose?

**A.** For one-pole probes they do not depend on the choice of probes when $g$ has a single pole, because then (5) is itself of the one-pole form and (9) is exact for every $u$. Two models show this.

For an undamped Drude metal, $\varepsilon=1+\omega_p^2/\xi^2$, so $g=\omega_p^2/(2\xi^2+\omega_p^2)=1/(1+\xi^2/\eta_s^2)$ with $\eta_s=\omega_p/\sqrt2$, the surface plasmon, and $\alpha_s=1/2\pi n$. With the model values $n=0.01$ bohr$^{-3}$ and $\omega_p=0.35$ Ha, the inversion gives $\alpha_s=15.9155$ bohr$^3$, $\eta_s=0.24749$ Ha and $C_6^{ss}=0.75\times15.9155^2\times0.24749=47.02$ Ha bohr$^6$.

For a Clausius–Mossotti solid the model is $P=n\alpha(E+4\pi P/3)$. With $x=4\pi n\alpha/3<1$ this gives $4\pi P/E=3x/(1-x)$, so $\varepsilon-1=3x/(1-x)$, $\varepsilon+1=(2+x)/(1-x)$, and $g=3x/(2+x)=2\pi n\alpha/(1+2\pi n\alpha/3)$. For a one-pole atom $\alpha=\alpha_0\eta_0^2/(\eta_0^2+\xi^2)$ and $c=2\pi n\alpha_0/3$,

$$\alpha_s(i\xi)=\frac{\alpha_0\eta_0^2}{\eta_0^2+\xi^2+c\,\eta_0^2}=\frac{\alpha_0}{1+c}\;\frac{\eta_0^2(1+c)}{\eta_0^2(1+c)+\xi^2}.$$

Hence $\alpha_s=\alpha_0/(1+c)$, $\eta_s=\eta_0\sqrt{1+c}$, and $C_6^{ss}/C_6^{\rm free}=(1+c)^{-2+1/2}=(1+c)^{-3/2}$. In this model screening lowers the polarizability and raises the pole while the oscillator strength $\alpha_s\eta_s^2$ is conserved. For $\alpha_0=12$ bohr$^3$, $\eta_0=0.30$ Ha and the same $n$, $c=0.25133$, $\alpha_s=12/1.25133=9.590$ bohr$^3$ and $\eta_s=0.3356$ Ha. The coefficient $C_6^{ss}$ falls from $32.40$ to $23.15$ Ha bohr$^6$, a ratio of $0.7144$, and the prescription gives $R_s/R_{\rm free}=0.928$. For both models the program computes $C_3$ by quadrature from $\varepsilon$ and asserts these closed forms for all three pairs drawn from He, H and Be.

**Q.** A substrate with interband transitions has more than one pole. What do (11) and (12) return then? They might even give a negative $\eta_s$.

**A.** The spectral form of $T_{ii}g$ above shows that a passive substrate has

$$\frac{g(i\xi)}{2\pi n}=\sum_kA_k\frac{\omega_k^2}{\omega_k^2+\xi^2},\qquad A_k\ge0,\qquad\sum_kA_k=\frac{g(0)}{2\pi n}.$$

For a continuous spectrum, continue to $\omega+i0$. Each term has the imaginary part $\pi A_k\omega_k^2\,\delta(\omega_k^2-\omega^2)=(\pi/2)A_k\omega_k\,\delta(\omega-\omega_k)$, so $\sum_kA_k\to\int dA$ with $dA={\rm Im}\,g\,d\omega/(\pi^2n\,\omega)$.

Apply (6) to each pole, with $t_k=1/\omega_k$. Then $C_6^{as}=\tfrac32\alpha_aF(u_a)$ and $y_a=1/F(u_a)$, where

$$F(u)=\sum_k\frac{A_k}{u+t_k}.\tag{13}$$

The two-probe rule replaces $F$ by $\alpha_s/(u+t_s)$, the single-pole function that agrees with $F$ at $u_a$ and $u_b$. Define the weights

$$w_k=\frac{A_k}{(u_a+t_k)(u_b+t_k)}\ge0,\qquad W=\sum_kw_k,$$

and write $F_a=F(u_a)$, $F_b=F(u_b)$. Over a common denominator $F_b-F_a=(u_a-u_b)W$, which is nonzero for $u_a\ne u_b$, so the denominator of (10) never vanishes. Then $y_a-y_b=(F_b-F_a)/F_aF_b=(u_a-u_b)W/F_aF_b$, and (10) gives $\alpha_s=F_aF_b/W$ and $t_s=\alpha_s/F_a-u_a=F_b/W-u_a$. Since $A_k/(u_b+t_k)=w_k(u_a+t_k)$, we have $F_b=\sum_kw_k(u_a+t_k)=Wu_a+\sum_kw_kt_k$, and therefore

$$t_s=\frac1W\sum_kw_kt_k\equiv\langle t\rangle_w.\tag{14}$$

The inverse effective frequency is a weighted mean of the inverse surface-mode frequencies, so $\eta_s$ is positive and lies between the lowest and the highest mode frequency of $g$. The weights depend on the probes.

Now $F_b=W(u_a+t_s)$ and likewise $F_a=W(u_b+t_s)$, so $\alpha_s=W(u_a+t_s)(u_b+t_s)>0$. The static value is $\sum_kA_k=\sum_kw_k(u_a+t_k)(u_b+t_k)$. Put $t_k=t_s+\delta_k$ and expand. The term linear in $\delta_k$ vanishes because $\sum_kw_k\delta_k=0$ by (14), which leaves

$$\frac{g(0)}{2\pi n}-\alpha_s=\sum_kw_k\delta_k^2=W\,{\rm Var}_w(t).\tag{15}$$

With one-pole probes, $\alpha_s$ equals the static value of (5) only if all weight sits on one pole, and it lies below that value otherwise. It is an interpolation parameter and should not be read as the static response of the surface per atom.

Two limits follow. The variance sum is at most $\sum_kw_kt_k^2=\sum_kA_k/[(1+u_a\omega_k)(1+u_b\omega_k)]$, which tends to zero as both $u\to\infty$, so very soft probes recover the static value. Very hard probes, $u\to0$, have $w_k\to A_k\omega_k^2$ and give $\alpha_s=Wt_s^2=(\sum_kA_k\omega_k)^2/\sum_kA_k\omega_k^2$.

For one-pole probes with different pole frequencies, the two-probe rule gives positive $\alpha_s$ and $\eta_s$, but these depend on the probes unless $g$ has a single pole, and $\alpha_s$ never exceeds the static value $g(0)/2\pi n$. What remains is the error for atoms other than the probes, a numerical example, the effect of real atomic spectra, and the limits of the construction.
